# Coalescence of a Coupled AB Pair under Mutual Exchange

**Question**

Two spin-1/2 nuclei in a molecule in solution form an AB pair. In atomic units (\(\hbar=1\), so that rates and angular frequencies are energies) and in the frame rotating at the mean shift,

\[ H = a\,(I_{1z}-I_{2z}) + J\,\mathbf I_1\cdot\mathbf I_2 , \qquad a=\delta/2>0,\quad J\ge 0 , \]

where \(\delta=2\pi\Delta\nu\) and \(J=2\pi J_\nu\), with \(\Delta\nu\) and \(J_\nu\) ordinary frequencies. A sudden rearrangement interchanges the environments of the two nuclei; it occurs at random at the rate \(k>0\), the inverse lifetime of one configuration. No other spin is coupled to the pair. In high-temperature linear response the part of the density operator that carries the signal starts as \(\rho(0)=F_+=I_{1+}+I_{2+}\), and

\[ s(t)=\tfrac14\,\mathrm{Tr}[F_-\rho(t)],\qquad I(\omega)=\mathrm{Re}\int_0^\infty s(t)\,e^{-i\omega t}\,dt . \]

All other relaxation is a uniform damping \(R=1/T_2\) of the coherences, zero unless stated. Each part is followed by its model answer.

**(a)** Derive a closed equation of motion containing only \(H\), \(k\) and the spin permutation \(P\), and reduce it to the smallest blocks that carry the signal.

*Answer.* Let \(\rho_1\) and \(\rho_2\) describe the molecules in the two configurations. In the second the shifts are interchanged, so its Hamiltonian is \(PHP\), with \(P=P^\dagger\), \(P^2=1\), \(PI_{1z}P=I_{2z}\). A sudden jump leaves the spin state unchanged, which gives

\[ \dot\rho_1=-i[H,\rho_1]-k\rho_1+k\rho_2,\qquad \dot\rho_2=-i[PHP,\rho_2]-k\rho_2+k\rho_1 . \]

Multiplying the second equation by \(P\) on both sides and using \(P[PHP,\rho_2]P=[H,P\rho_2P]\),

\[ \frac{d}{dt}P\rho_2P=-i[H,P\rho_2P]-kP\rho_2P+kP\rho_1P . \]

Define \(\rho=\rho_1+P\rho_2P\), so that \(P\rho P=P\rho_1P+\rho_2\). Adding the last equation to the one for \(\rho_1\) yields the Kaplan-Alexander equation

\[ \dot\rho=-i[H,\rho]+k\,(P\rho P-\rho). \]

Since \(PF_\pm P=F_\pm\), the observed signal \(\mathrm{Tr}[F_-(\rho_1+\rho_2)]\) equals \(\mathrm{Tr}[F_-\rho]\), and \(\rho_1(0)=\rho_2(0)=F_+/2\) gives \(\rho(0)=F_+\).

Take \(T_+=\alpha\alpha\), \(T_0=(\alpha\beta+\beta\alpha)/\sqrt2\), \(T_-=\beta\beta\), \(S=(\alpha\beta-\beta\alpha)/\sqrt2\). Then \(P=+1\) on the triplet and \(-1\) on the singlet. From \(\mathbf I_1\cdot\mathbf I_2=\tfrac12(F^2-\tfrac32)\) the coupling is \(J/4\) on the triplet and \(-3J/4\) on the singlet. The operator \(I_{1z}-I_{2z}\) is \(+1\) on \(\alpha\beta\), \(-1\) on \(\beta\alpha\) and zero on \(T_\pm\), so it interchanges \(T_0\) and \(S\):

\[ H|T_\pm\rangle=\tfrac J4|T_\pm\rangle,\quad H|T_0\rangle=\tfrac J4|T_0\rangle+a|S\rangle,\quad H|S\rangle=a|T_0\rangle-\tfrac{3J}4|S\rangle . \]

Applying \(I_{1+}+I_{2+}\) to the basis states gives \(F_+=\sqrt2\,(|T_+\rangle\langle T_0|+|T_0\rangle\langle T_-|)\). Because \(T_\pm\) are eigenstates of both \(H\) and \(P\), the two terms evolve separately. For the first write \(\sqrt2\,(x|T_+\rangle\langle T_0|+y|T_+\rangle\langle S|)\). In \(-i(H\rho-\rho H)\) the left action is \(J/4\); the coefficient of \(\langle T_0|\) in \(\rho H\) is \(\tfrac J4x+ay\) and that of \(\langle S|\) is \(ax-\tfrac{3J}{4}y\). The exchange term gives \(k(1-1)x=0\) and \(k(-1-1)y=-2ky\). Hence

\[ \dot x=ia\,y,\qquad \dot y=ia\,x-(2k+iJ)\,y,\qquad x(0)=1,\ y(0)=0 . \]

For the second term, \(\sqrt2\,(x'|T_0\rangle\langle T_-|+y'|S\rangle\langle T_-|)\), the mixing acts from the left and the same steps give \(\dot x'=-iay'\), \(\dot y'=-iax'-(2k-iJ)y'\). These are the complex conjugates of the first pair, so \(x'=x^*\). With \(\langle T_0|F_-|T_+\rangle=\langle T_-|F_-|T_0\rangle=\sqrt2\), and no matrix element of \(F_-\) to the singlet,

\[ s(t)=\tfrac14(2x+2x')=\mathrm{Re}\,x(t). \]

Exchange damps the triplet-singlet coherence at the rate \(2k\) and leaves the observable triplet-triplet coherence untouched; the latter decays through the mixing \(a\). Replacing \(J\) by \(-J\) interchanges the two blocks apart from the sign of \(a\), which enters the result below as \(a^2\), so \(J\ge0\) costs no generality.

**(b)** Find \(I(\omega)\) and its area. Give the positions, weights and widths of the lines in slow exchange, and the behaviour when \(|2k\pm iJ|\gg a\).

*Answer.* The signal decays: \(\frac{d}{dt}(|x|^2+|y|^2)=-4k|y|^2\), so an undamped mode needs \(y=0\), then \(ax=0\), which is impossible for \(a\ne0\). Let \(X,Y\) be the one-sided transforms of \(x,y\), include the damping \(R\), and set \(z=R+i\omega\), \(\kappa_\pm=2k\pm iJ\). The transform of \(\dot x\) is \(i\omega X-x(0)\), so

\[ zX-1=iaY,\qquad (z+\kappa_+)Y=iaX . \]

Eliminating \(Y\), and doing the same for the conjugate block,

\[ G_\pm(z)=\frac{1}{z+a^2/(z+\kappa_\pm)}=\frac{z+\kappa_\pm}{z^2+\kappa_\pm z+a^2},\qquad I=\tfrac12\,\mathrm{Re}\,(G_++G_-). \]

At \(R=0\) the numerator is \(2k+i(\omega\pm J)\) and the denominator is \((a^2-\omega^2\mp J\omega)+2ik\omega\). The real part of the numerator times the conjugate denominator is

\[ 2k(a^2-\omega^2\mp J\omega)+2k\omega(\omega\pm J)=2ka^2 , \]

and therefore

\[ \mathrm{Re}\,G_\pm=\frac{2ka^2}{D_\pm},\qquad D_\pm=(a^2-\omega^2\mp J\omega)^2+4k^2\omega^2 . \]

Since \(D_+(-\omega)=D_-(\omega)\), \(I\) is even and the sign convention for \(\omega\) is immaterial. As \(s\) is real, \(2I(\omega)\) is the Fourier transform of \(s(|t|)\); inversion at \(t=0\) gives \(\int 2I\,d\omega=2\pi s(0)\), so the area is \(\pi\) for every \(k\).

The poles obey \(\lambda^2+\kappa_\pm\lambda+a^2=0\). A pole \(\lambda=-\gamma+i\omega_0\) with real residue \(r\) contributes \(r\gamma/[(\omega-\omega_0)^2+\gamma^2]\) to \(\mathrm{Re}\,G\), a Lorentzian of half-width \(\gamma\). At \(k=0\) in the upper block, \(\lambda=i\omega_0\) gives \(\omega_0^2+J\omega_0-a^2=0\), so

\[ \omega_0=-\tfrac J2\pm C,\qquad C=\sqrt{a^2+J^2/4}. \]

The lower block has the mirror images. The residue is \((\lambda+\kappa_+)/(2\lambda+\kappa_+)=(\omega_0+J)/(2\omega_0+J)=\tfrac12(1\pm J/2C)\), and the factor \(\tfrac12\) in \(I\) halves it. To first order in \(k\), differentiating the pole equation gives \((2\lambda+iJ)\,d\lambda=-2k\lambda\), that is \(\pm2iC\,d\lambda=-2ik\omega_0\), so \(d\lambda=-k(1\mp J/2C)\). The inner lines lie at \(|\omega|=C-J/2\) with weight \(\tfrac14(1+J/2C)\) and half-width \(k(1-J/2C)\); the outer lines lie at \(|\omega|=C+J/2\) with weight \(\tfrac14(1-J/2C)\) and half-width \(k(1+J/2C)\). At \(k=0\) the residue \(r\) is the \(T_0\) fraction of the eigenstate and \(1-r\) its singlet fraction, so each half-width is \(2k\) times the singlet fraction.

For \(|\kappa_\pm|\gg a\) the small root follows by dropping \(\lambda^2\):

\[ \lambda\simeq-\frac{a^2}{\kappa_\pm}=-\frac{a^2\,(2k\mp iJ)}{4k^2+J^2}, \]

with relative correction of order \(a^2/|\kappa|^2\) and residue tending to 1. For \(k\gg a,J\) the spectrum is one line of half-width \(a^2/2k\).

**(c)** For \(R=0\), find the necessary and sufficient condition on \(k\) for \(I(\omega)\) to have a single maximum, for any ratio \(J/\delta\). Express the threshold through \(\Delta\nu\) and \(J_\nu\), and give the shape of the top of the band at threshold.

*Answer.* Put \(u=\omega^2\). Expanding the square separates even and odd parts, \(D_\pm=E\mp O\), with

\[ E=(a^2-u)^2+c\,u=a^4+bu+u^2,\qquad O=2J\omega(a^2-u), \]

\[ c=J^2+4k^2,\qquad b=c-2a^2 . \]

Then \(1/D_++1/D_-=2E/(E^2-O^2)\), so

\[ I=\frac{2ka^2}{g(u)},\qquad g=E-\frac{O^2}{E}=E-\frac{4J^2u\,(a^2-u)^2}{E}. \]

Both \(D_\pm\) and \(E\) are positive, hence \(g>0\), and \(I\) falls where \(g\) rises. Substituting \((a^2-u)^2=E-cu\),

\[ g=E-4J^2u+\frac{4J^2c\,u^2}{E}. \]

With \(dE/du=b+2u\), the quotient rule needs

\[ 2uE-u^2(b+2u)=2a^4u+2bu^2+2u^3-bu^2-2u^3=u\,(2a^4+bu), \]

and so

\[ \frac{dg}{du}=(b-4J^2)+2u+\frac{4J^2c\,u\,(2a^4+bu)}{E^2}. \]

If \(b\ge4J^2\), then \(b\ge0\); the first and third terms are non-negative and the second is positive for \(u>0\). Thus \(I\) decreases strictly with \(|\omega|\) and its one maximum is at the centre. If \(b<4J^2\), then \(dg/du<0\) at \(u=0\) and the centre is a strict local minimum of \(I\). Since \(g\sim u^2\) at large \(u\), \(I\to0\), so a maximum lies at some \(\omega>0\) and its mirror at \(-\omega\). A single maximum therefore occurs if and only if \(J^2+4k^2-2a^2\ge4J^2\), that is \(k\ge k_c\) with

\[ 4k_c^2=2a^2+3J^2=\tfrac12\,(\delta^2+6J^2). \]

Inserting \(\delta=2\pi\Delta\nu\) and \(J=2\pi J_\nu\), and using \(2\pi/\sqrt8=\pi/\sqrt2\),

\[ k_c=\sqrt{\frac{\delta^2+6J^2}{8}}=\frac{\pi\sqrt{\Delta\nu^2+6J_\nu^2}}{\sqrt2}. \]

No expansion in \(J/\delta\) was made, so within the model and at \(R=0\) the threshold is exact. The same \(k_c\) marks both the vanishing of the central curvature and the disappearance of the last off-centre maximum. The prefactor belongs to the definition of \(k\): the population difference of the two configurations relaxes at \(2k\), and a formula written for that rate is twice as large. The case \(a=0\) is excluded, since the signal then does not decay and there is nothing to coalesce.

At \(k=k_c\), \(b=4J^2\) and, to first order in \(u\), \(dg/du=2u+8J^2c\,u/a^4\). Integrating from \(g(0)=a^4\) gives \(g=a^4+u^2(1+4J^2c/a^4)+O(u^3)\), and inverting,

\[ I=\frac{2k_c}{a^2}\left[1-\frac{a^4+4J^2c}{a^8}\,\omega^4+O(\omega^6)\right],\qquad c=2a^2+4J^2 . \]

The top is flat through third order in \(\omega\).

**(d)** Explain the coefficient of \(J^2\) from the limit \(J\gg a\), and decide whether coalescence is a merging of eigenvalues of the Liouvillian.

*Answer.* For \(J\gg a\), \(|\kappa|\ge J\gg a\) at every \(k\), and by (b) the spectrum near the centre is two equal Lorentzians at \(\pm\omega_0\) whose position and half-width are, to leading order in \(a/|\kappa|\),

\[ \omega_0=\frac{a^2J}{4k^2+J^2},\qquad \gamma=\frac{2ka^2}{4k^2+J^2},\qquad \frac{\gamma}{\omega_0}=\frac{2k}{J}. \]

The second derivative of \(1/(v^2+\gamma^2)\) is \((6v^2-2\gamma^2)/(v^2+\gamma^2)^3\). At the centre \(v=\mp\omega_0\) and both lines contribute equally, so the curvature vanishes at \(\gamma=\sqrt3\,\omega_0\). This means \(2k=\sqrt3J\), or \(k^2=6J^2/8\), the \(J\) term of \(k_c^2\). Diagonalizing the Liouvillian at \(J=30a\), \(k=k_c\) gives \(\gamma/\omega_0=1.7317\) against \(\sqrt3=1.7321\). In this limit the splitting that is lost, of order \(a^2/J\), is much smaller than \(k_c\), which is of order \(J\): the rate competes with the singlet-triplet gap, and \(a\) drops out of the ratio \(\gamma/\omega_0\).

The eigenvalues do not merge at \(k_c\). For \(J=0\), \(\lambda=-k\pm i\sqrt{a^2-k^2}\); at \(k_c=a/\sqrt2\) the frequencies are \(\pm a/\sqrt2\), and the two roots meet at the larger rate \(k=a\). The maxima sit at the zero of \(dg/du=b+2u\), namely \(u=a^2-2k^2\), which lies inside the pole position \(u=a^2-k^2\) and reaches zero first. For \(J\neq0\) a double root within a block requires \(\kappa_\pm^2=4a^2\), whereas \(\mathrm{Im}\,\kappa_\pm^2=\pm4kJ\ne0\). No pole reaches zero frequency either: for real \(\lambda\) the imaginary part of the pole equation is \(\pm J\lambda=0\), and \(\lambda=0\) contradicts \(a\neq0\). Coalescence is a property of the summed lineshape.

**(e)** Let \(R>0\). Decide whether the threshold of (c) remains sufficient and whether it remains necessary for a single maximum. Find, to first order in \(R\), the rate at which the central curvature vanishes, with its range of validity.

*Answer.* Uniform damping multiplies \(s(|t|)\) by \(e^{-R|t|}\), whose transform is \(2R/(\omega^2+R^2)\). The transform of a product is \(1/2\pi\) times the convolution of the transforms, so \(I_R=I*L\) with \(L(\omega)=R/[\pi(\omega^2+R^2)]\). For \(k\ge k_c\), \(I\) is even and decreasing in \(|\omega|\), so it is a stack of centred boxes, \(I(\omega)=\int_0^{I(0)}\theta(r(\eta)-|\omega|)\,d\eta\), where \(r(\eta)\) is the half-width at height \(\eta\). One box convolves to \(B(\omega)=\int_{\omega-r}^{\omega+r}L(v)\,dv\), with \(B'=L(\omega+r)-L(\omega-r)<0\) for \(\omega>0\), because \(|\omega+r|>|\omega-r|\). An integral of even functions that decrease strictly for \(\omega>0\) does the same, so \(I_R\) has one maximum. The condition \(k\ge k_c\) remains sufficient.

Let \(\Phi(z)=\tfrac12(G_++G_-)\), which is real for real \(z\) because \(\kappa_-=\kappa_+^*\). From \(I_R(\omega)=\mathrm{Re}\,\Phi(R+i\omega)\), two derivatives give \(I_R''(0)=-\Phi''(R)\). Write \(G_+=\sum g_nz^n\), \(\kappa=\kappa_+\), and match powers in \((a^2+\kappa z+z^2)\sum g_nz^n=\kappa+z\):

\[ g_0=\frac{\kappa}{a^2},\qquad g_1=\frac{1-\kappa g_0}{a^2}=\frac{a^2-\kappa^2}{a^4}, \]

\[ g_2=-\frac{\kappa g_1+g_0}{a^2}=\frac{\kappa^3-2a^2\kappa}{a^6},\qquad g_3=-\frac{\kappa g_2+g_1}{a^2}=-\frac{\kappa^4-3a^2\kappa^2+a^4}{a^8}. \]

The coefficients of \(\Phi\) are \(\mathrm{Re}\,g_n\), so \(\Phi''(R)=2\,\mathrm{Re}\,g_2+6R\,\mathrm{Re}\,g_3+O(R^2)\). With \(p=2k\) and \(\kappa=p+iJ\), \(\mathrm{Re}\,\kappa^3=p^3-3pJ^2\), so

\[ a^6\,\mathrm{Re}\,g_2=p\,(p^2-3J^2-2a^2). \]

This vanishes at \(p_c^2=2a^2+3J^2\), as in (c), and its slope there is \(p_c\cdot2p_c=2p_c^2\). With \(\mathrm{Re}\,\kappa^4=p^4-6p^2J^2+J^4\) and \(\mathrm{Re}\,\kappa^2=p^2-J^2\), at \(p_c\)

\[ \mathrm{Re}\,\kappa^4=(4a^4+12a^2J^2+9J^4)-(12a^2J^2+18J^4)+J^4=4a^4-8J^4, \]

\[ a^8\,\mathrm{Re}\,g_3=-(4a^4-8J^4)+3a^2(2a^2+2J^2)-a^4=(a^2+2J^2)(a^2+4J^2). \]

Setting \(2p_c^2\,\Delta p/a^6+3R\,\mathrm{Re}\,g_3=0\) and \(\Delta k=\Delta p/2\),

\[ \Delta k=-\frac{3R\,(a^2+2J^2)(a^2+4J^2)}{4a^2\,(2a^2+3J^2)} . \]

The shift is negative: the centre turns into a maximum below \(k_c\). The series converges out to the nearest pole, so the result needs \(R\ll|\lambda|_{\min}\), which is \(a^2/|\kappa|\) when \(J\gg a\). The slope \(\Delta k/R\) is \(-0.375\) at \(J=0\) and \(-18.2\) at \(J=3a\), and tends to \(-2J^2/a^2\). That limit follows also from (d): \(R+\gamma=\sqrt3\,\omega_0\) gives \(2k=\sqrt3J-R|\kappa|^2/a^2\), with \(|\kappa|^2=4J^2\) at \(k_c\). A strongly coupled pair is sensitive to \(R\) because \(R\) competes with the small inner splitting.

The threshold is no longer necessary: in part (f) a single maximum is found below \(k_c\). Nor does a central maximum imply a single maximum when \(R>0\). For \(J=3a\), \(R=0.6a\), \(k=0.01a\) the computed spectrum has three maxima, and an even function with an odd number of maxima has one at the centre. There \(R\) exceeds \(\sqrt3\,(C-J/2)\), with \(C-J/2=(\sqrt{13}-3)a/2\), which is the two-Lorentzian criterion of (d) for the inner doublet to be unresolved with almost no exchange. The formula for \(k_c\) is thus an upper bound on the rate needed for one peak when \(R>0\).

**(f)** For the model parameters \(\delta=2.0\times10^{-13}\) eV, \(J=0.5\times10^{-13}\) eV and \(R=2\times10^{-15}\) eV, follow the spectrum from the quartet to coalescence. Coalescence is seen at \(T=250\) K, where these parameters apply; find the Eyring barrier for transmission coefficient 1, and the effects of ignoring \(J\) and of ignoring \(R\).

*Answer.* Rates are given as the energies \(\hbar k\). The arithmetic uses the unit \(a=1.0\times10^{-13}\) eV, in which \(J=0.5\) and \(R=0.02\).

Here \(C=\sqrt{1+0.0625}=1.03078\) and \(J/2C=0.24254\). The inner lines lie at \(\pm(1.03078-0.25)\), which is \(\pm7.808\times10^{-14}\) eV, with weight \(1.24254/4=0.3106\) and slow-exchange half-width \(0.7575\,k\). The outer lines lie at \(\pm1.2808\times10^{-13}\) eV, with weight \(0.1894\) and half-width \(1.2425\,k\).

At \(R=0\) the off-centre stationary points are the positive roots of the quintic \(E^2\,dg/du\). Below \(k_c\) it is negative at \(u=0\) and positive at large \(u\), so three simple positive roots mean maximum, minimum, maximum of \(I\) on each side (four peaks) and one root means two peaks. The number drops from three to one at \(k=2.17\times10^{-14}\) eV, about a quarter of \(k_c\), and the directly computed spectrum has four maxima 2% below and two maxima 2% above this rate. The maxima lost are the outer ones, which are weaker and broader: the outer maximum moves in from \(1.28a\) to about \(1.15a\) just below this rate and then vanishes, while the inner one remains near \(0.75a\). This rate holds for \(R=0\); with \(R=0.02a\) the four peaks become two already at about \(2.01\times10^{-14}\) eV, some 7.5% lower.

With \(\delta^2+6J^2=4+1.5=5.5\), which is \(5.5\times10^{-26}\) eV\(^2\),

\[ k_c=\sqrt{5.5/8}=0.829156,\qquad k_c=8.2916\times10^{-14}\ \text{eV}=125.97\ \text{s}^{-1}. \]

The zero of the central curvature computed from the Liouvillian built in the product basis is \(8.291562\times10^{-14}\) eV, the same to all printed digits. At this rate \(c=0.25+2.75=3\) and \(b=3-2=1=4J^2\). The height is \(2k_c/a^2=1.658\times10^{13}\) eV\(^{-1}\), and the relative quartic coefficient is \(-(1+4\times0.25\times3)=-4\), or \(-4.0\times10^{52}\) eV\(^{-4}\). The poles are \((-5.258\pm4.334\,i)\times10^{-14}\) eV and \((-11.325\pm9.334\,i)\times10^{-14}\) eV, all off zero frequency as (d) requires. The roots of one block sum to \(-\kappa_\pm\): the dampings add to \(5.258+11.325=16.583\), which is \(2k_c\), and the frequencies, of opposite sign within a block, leave \(9.334-4.334=5.000\), which is \(J\), both in units of \(10^{-14}\) eV.

Ignoring \(J\) gives \(a/\sqrt2=7.071\times10^{-14}\) eV, or \(107.43\) s\(^{-1}\). The ratio is \(1.1726\), so this rate is low by 15% of \(k_c\).

For the damping, \(\Delta k/R=-3(1.5)(2)/[4(2.75)]=-0.81818\) and \(\Delta k=-1.636\times10^{-15}\) eV, giving \(8.128\times10^{-14}\) eV. The numerical zero of the curvature at this \(R\) is \(k(R)=8.131\times10^{-14}\) eV \(=123.54\) s\(^{-1}\), lower than \(k_c\) by 1.93% of \(k_c\). The first-order formula overstates the shift by about 2% of the shift, the size expected of a neglected term of relative order \(R/|\lambda|_{\min}\). The computed spectrum has two maxima 1% below \(k(R)\) and one maximum 1% above it, a rate still below \(k_c\); for these parameters the flat centre does mark coalescence.

The Eyring equation \(k=(k_BT/h)\,e^{-\Delta G^\ddagger/k_BT}\), with every crossing permuting the spins and \(hk=2\pi\hbar k\), gives for \(k_BT=0.021543\) eV

\[ \Delta G^\ddagger=k_BT\,\ln\frac{0.021543}{2\pi\times8.2916\times10^{-14}}=0.021543\times24.445=0.5266\ \text{eV}. \]

A change of rate from \(k_c\) to \(k'\) changes the barrier by \(k_BT\ln(k_c/k')\). At \(R=0\), ignoring \(J\) gives \(0.021543\times\ln1.1726=+0.0034\) eV, a barrier of \(0.5301\) eV, high by 0.7% of the value from \(k_c\). Including \(R\) gives \(0.021543\times\ln(8.2916/8.1314)=+0.0004\) eV, so the barrier of the full model is \(0.5271\) eV and the value from \(k_c\) is low by less than 0.1% of it.

The numerical check whose output follows compares the lineshape with the product-basis and two-configuration Liouvillians, verifies the identities of (c) symbolically, and tests \(k_c\), the peak counts, the pole limits and \(\Delta k\).

## Numbers as computed

```
delta = 2.000e-13 eV, a = 1.000e-13 eV
J = 5.000e-14 eV, R = 2.000e-15 eV
T = 250.0 K, kB T = 0.021543 eV
C = 1.03078e-13 eV, J/(2C) = 0.24254
inner lines at +-7.80776e-14 eV, weight 0.31063
outer lines at +-1.28078e-13 eV, weight 0.18937
slow half-width/k: inner 0.7575, outer 1.2425
four peaks become two at k = 2.1725e-14 eV
delta^2 + 6 J^2 = 5.5000e-26 eV^2
kc formula = 8.291562e-14 eV = 125.971 1/s
kc Liouvillian root = 8.291562e-14 eV
kc with J dropped = 7.071068e-14 eV = 107.428 1/s
ratio kc/kc(J=0) = 1.17260
at kc: b = 1.0000e-26 eV^2, c = 3.0000e-26 eV^2
at kc: I(0) = 1.65831e+13 1/eV
at kc: quartic coefficient / I(0) = -4.0000e+52 1/eV^4
at kc: narrow poles -5.2583e-14 +- 4.3338e-14 i eV
at kc: broad poles -1.1325e-13 +- 9.3338e-14 i eV
dk/dR = -0.81818, first-order shift = -1.6364e-15 eV
k(R) first order = 8.12793e-14 eV
k(R) exact = 8.13144e-14 eV = 123.538 1/s
relative lowering by R = 1.93 %
barrier from kc = 0.52664 eV
barrier with J dropped = 0.53007 eV, error 0.00343 eV
barrier from k(R) = 0.52706 eV, change 0.00042 eV
J = 30 a at kc: width/offset = 1.7317, sqrt 3 = 1.7321
dk/dR at J = 0: -0.3750; at J = 3a: -18.181
J = 3a, R = 0.6a, k = 0.01a: number of maxima = 3
area under I(w) = 3.141593
```
